# Fuchs–Sondheimer film conductivity from the Boltzmann equation and from electron paths: a numerical check

```python
"""Fuchs-Sondheimer conductivity of a metal film, equal specularity p at both walls.

Result under test (kappa = thickness / bulk mean free path, mu = |v_z| / v_F):
  sigma/sigma0 = 1 - 3(1-p)/(2 kappa) * integral_0^1 (mu - mu^3)
                 * (1 - exp(-kappa/mu)) / (1 - p exp(-kappa/mu)) dmu
sigma0 = n e^2 tau / m is the bulk conductivity.  The field is along x, the film
normal along z.  Independent roads: a finite-difference solution of the kinetic
equation with diffuse re-emission kept, and a simulation of random electron paths.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expn


def integrate_mu(function, kappa, upper=1.0):
    """Integrate over mu from 0 to upper, with breakpoints where exp(-kappa/mu) turns on."""
    breaks = [b for b in (0.1 * kappa, kappa, 10 * kappa, 0.5 * upper) if b < upper]
    return quad(function, 0.0, upper, points=breaks, epsabs=1e-12,
                epsrel=1e-11, limit=400)[0]


def angular_integral(kappa, p):
    def integrand(mu):
        decay = np.exp(-kappa / mu)
        return (mu - mu**3) * (1 - decay) / (1 - p * decay)
    return integrate_mu(integrand, kappa)


def film_ratio(kappa, p):
    return 1 - 1.5 * (1 - p) / kappa * angular_integral(kappa, p)


def local_ratio(fraction, kappa, p):
    """Local conductivity over bulk at height z = fraction * thickness."""
    def integrand(mu):
        amplitude = (1 - p) / (1 - p * np.exp(-kappa / mu))
        return (1 - mu**2) * amplitude * (np.exp(-fraction * kappa / mu)
                                          + np.exp(-(1 - fraction) * kappa / mu))
    return 1 - 0.75 * integrate_mu(integrand, kappa)


def grazing_share(kappa, p, mu_max):
    """Share of the film current carried by electrons with |v_z|/v_F < mu_max."""
    def integrand(mu):
        decay = np.exp(-kappa / mu)
        loss = (1 - p) * mu / kappa * (1 - decay) / (1 - p * decay)
        return 1.5 * (1 - mu**2) * (1 - loss)
    return integrate_mu(integrand, kappa, mu_max) / film_ratio(kappa, p)


def series_ratio(kappa, p):
    """Sum over successive wall reflections, with exponential integrals."""
    n = np.arange(1, 401, dtype=float)
    total = np.sum(p**(n - 1) * (expn(3, n * kappa) - expn(5, n * kappa)))
    return 1 - 3 * (1 - p) / (8 * kappa) + 1.5 * (1 - p)**2 / kappa * total


def thin_ratio(kappa, p):
    n = np.arange(1, 401, dtype=float)
    log_sum = np.sum(n**2 * np.log(n) * p**(n - 1))
    bracket = (1 + p) / (1 - p) * (np.log(1 / kappa) + 1 - np.euler_gamma)
    return 0.75 * kappa * (bracket - (1 - p)**2 * log_sum)


def solve_kinetic_equation(kappa, p, steps=1000, sweeps=40):
    """March mu dG/ds = u_x - G back and forth between the walls (s in mean free paths).

    Each wall returns p*G_in plus (1-p) times the flux average of G_in, so that no
    particles are lost.  The start is deliberately wrong.  Returns the film average,
    the wall and centre values of sigma/sigma0, and the final diffuse term.
    """
    nodes, weights = np.polynomial.legendre.leggauss(32)
    mu_nodes, mu_weights = 0.5 * (nodes + 1), 0.5 * weights
    phi = 2 * np.pi * (np.arange(8) + 0.5) / 8
    mu = np.repeat(mu_nodes, 8)
    weight = np.repeat(mu_weights, 8) / 8
    u_x = np.sqrt(1 - mu**2) * np.tile(np.cos(phi), 32)
    flux_weight = weight * mu / np.sum(weight * mu)
    current_weight = 1.5 * weight * u_x
    r = kappa / steps / (2 * mu)
    factor, source = (1 - r) / (1 + r), 2 * r * u_x / (1 + r)

    def cross_film(values):
        current = np.empty(steps + 1)
        current[0] = current_weight @ values
        for i in range(steps):
            values = factor * values + source
            current[i + 1] = current_weight @ values
        return values, current

    incoming = 0.7 + 0.3 * u_x
    for _ in range(sweeps):
        diffuse_bottom = flux_weight @ incoming
        at_top, upward = cross_film(p * incoming + (1 - p) * diffuse_bottom)
        diffuse_top = flux_weight @ at_top
        incoming, downward = cross_film(p * at_top + (1 - p) * diffuse_top)
    profile = upward + downward[::-1]
    average = (np.sum(profile) - 0.5 * (profile[0] + profile[-1])) / steps
    diffuse = max(abs(flux_weight @ incoming), abs(diffuse_top))
    return average, profile[0], profile[steps // 2], diffuse


def simulate_paths(kappa, p, mu_max, rng, samples=2_000_000):
    """sigma/sigma0 = 3 <u_x^2 L>, L = path to first randomizing event (mean free paths)."""
    u_z = rng.uniform(-1, 1, samples)
    u_x_squared = (1 - u_z**2) * np.cos(rng.uniform(0, 2 * np.pi, samples))**2
    height = rng.uniform(0, kappa, samples)
    first_wall = np.where(u_z > 0, kappa - height, height)
    diffuse_hit = rng.geometric(1 - p, samples)
    wall_path = (first_wall + (diffuse_hit - 1) * kappa) / np.abs(u_z)
    path = np.minimum(rng.exponential(1.0, samples), wall_path)
    value = 3 * u_x_squared * path
    share = value[np.abs(u_z) < mu_max].sum() / value.sum()
    return value.mean(), value.std() / np.sqrt(samples), share


# Model parameters of the worked example (SI)
density, mean_free_path, thickness = 8.0e28, 40e-9, 20e-9
specularity, temperature, mu_grazing = 0.2, 300.0, 0.2
kappa0 = thickness / mean_free_path

k_fermi = (3 * np.pi**2 * density)**(1 / 3)
v_fermi = const.hbar * k_fermi / const.m_e
e_fermi = 0.5 * const.m_e * v_fermi**2
tau = mean_free_path / v_fermi
sigma_bulk = density * const.e**2 * tau / const.m_e
ratio0 = film_ratio(kappa0, specularity)

# Bulk conductivity and the reduction to the Fermi surface, by energy quadrature
x_nodes, x_weights = np.polynomial.legendre.leggauss(120)
x_nodes, x_weights = 30 * x_nodes, 30 * x_weights
minus_df = x_weights / (4 * np.cosh(x_nodes / 2)**2)
energy = e_fermi + const.k * temperature * x_nodes
states = (2 * const.m_e / const.hbar**2)**1.5 * np.sqrt(energy) / (2 * np.pi**2)
contribution = const.e**2 * tau * states * (2 * energy / const.m_e) / 3 * minus_df
assert abs(contribution.sum() / sigma_bulk - 1) < 1e-4
warm_films = np.array([film_ratio(kappa0 * np.sqrt(e_fermi / en), specularity)
                       for en in energy])
warm_ratio = np.sum(contribution * warm_films) / contribution.sum()
thermal_shift = abs(warm_ratio / ratio0 - 1)
assert thermal_shift < 1e-4

# Kinetic equation solved on a grid; tolerance covers grid and angular quadrature
kinetic = {}
for p in (0.0, specularity, 1.0):
    kinetic[p] = solve_kinetic_equation(kappa0, p)
    average, wall, centre, diffuse = kinetic[p]
    assert abs(average - film_ratio(kappa0, p)) < 3e-5
    assert abs(wall - local_ratio(0.0, kappa0, p)) < 3e-5
    assert abs(centre - local_ratio(0.5, kappa0, p)) < 3e-5
    assert diffuse < 1e-10
assert abs(kinetic[1.0][0] - 1) < 1e-8

# Random paths; tolerance is five standard errors for the mean
rng = np.random.default_rng(12345)
paths = {}
for kappa, p in ((kappa0, specularity), (0.1, 0.8)):
    paths[kappa, p] = simulate_paths(kappa, p, mu_grazing, rng)
    mean, error, share = paths[kappa, p]
    assert abs(mean - film_ratio(kappa, p)) < 5 * error
    assert abs(share - grazing_share(kappa, p, mu_grazing)) < 0.01

# Other forms of the result, the thick-film bound and the thin-film law
for p in (0.0, 0.2, 0.5, 0.8):
    for kappa in (0.1, 0.5, 1.0, 2.0, 5.0):
        value = film_ratio(kappa, p)
        t_integral = quad(lambda t: (t**-3 - t**-5) * (1 - np.exp(-kappa * t))
                          / (1 - p * np.exp(-kappa * t)), 1, np.inf,
                          epsabs=1e-11, epsrel=1e-10, limit=400)[0]
        assert abs(value - (1 - 1.5 * (1 - p) / kappa * t_integral)) < 1e-7
        assert abs(value - series_ratio(kappa, p)) < 1e-8
        excess = value - (1 - 3 * (1 - p) / (8 * kappa))
        assert 0 < excess < 3 * (1 - p) * np.exp(-kappa) / (8 * kappa)
for p in (0.0, 0.2, 0.5):
    kappa = 1e-3
    next_order = (1 + 4 * p + p**2) / (2 * (1 - p)**2) * kappa**2
    assert abs(film_ratio(kappa, p) - thin_ratio(kappa, p)) < 1.5 * next_order

to_micro_ohm_cm = 1e8
rho_bulk = to_micro_ohm_cm / sigma_bulk
thick_rho = 1 + 3 * (1 - specularity) / (8 * kappa0)
print(f"electron density n = {density:.1e} m^-3")
print(f"mean free path lambda = {mean_free_path * 1e9:.1f} nm")
print(f"thickness d = {thickness * 1e9:.1f} nm")
print(f"specularity p = {specularity:.2f}")
print(f"temperature T = {temperature:.0f} K")
print(f"kappa = d/lambda = {kappa0:.3f}")
print(f"Fermi velocity = {v_fermi:.4e} m/s")
print(f"Fermi energy = {e_fermi / const.e:.3f} eV")
print(f"relaxation time tau = {tau * 1e15:.2f} fs")
print(f"bulk resistivity = {rho_bulk:.4f} micro-ohm cm")
print(f"angular integral over mu = {angular_integral(kappa0, specularity):.6f}")
print(f"film sigma/sigma0 = {ratio0:.5f}")
print(f"film rho/rho0 = {1 / ratio0:.4f}")
print(f"film resistivity = {rho_bulk / ratio0:.4f} micro-ohm cm")
print(f"thick-film estimate of rho/rho0 = {thick_rho:.4f}")
print(f"thick-film estimate of rho = {rho_bulk * thick_rho:.4f} micro-ohm cm")
print(f"local sigma/sigma0 at wall = {local_ratio(0.0, kappa0, specularity):.5f}")
print(f"local sigma/sigma0 at centre = {local_ratio(0.5, kappa0, specularity):.5f}")
print(f"relative thermal shift of sigma/sigma0 = {thermal_shift:.1e}")
print("kinetic equation on a grid, same film:")
print(f"  average sigma/sigma0 = {kinetic[specularity][0]:.5f}")
print(f"  wall sigma/sigma0 = {kinetic[specularity][1]:.5f}")
print(f"  centre sigma/sigma0 = {kinetic[specularity][2]:.5f}")
print(f"  average sigma/sigma0 for p = 1: {kinetic[1.0][0]:.6f}")
mean, error, share = paths[kappa0, specularity]
print(f"random paths: sigma/sigma0 = {mean:.5f}, standard error {error:.5f}")
print(f"current share of electrons with |v_z|/v_F < {mu_grazing:.1f}:")
print(f"  bulk = {1.5 * (mu_grazing - mu_grazing**3 / 3):.4f}")
print(f"  this film = {grazing_share(kappa0, specularity, mu_grazing):.4f}")
print(f"  this film, random paths = {share:.4f}")
print(f"  film with kappa = 0.01: {grazing_share(0.01, specularity, mu_grazing):.4f}")
print("very thin film, kappa = 0.01, same p:")
print(f"  sigma/sigma0 from integral = {film_ratio(0.01, specularity):.6f}")
print(f"  sigma/sigma0 from thin-film law = {thin_ratio(0.01, specularity):.6f}")
print("table: sigma/sigma0 for p = 0, 0.2, 0.5; then for p = 0.2")
print("rho/rho0 from integral and rho/rho0 from thick-film estimate")
for kappa in (0.1, 0.2, 0.5, 1.0, 2.0, 5.0, 10.0):
    a, b, c = (film_ratio(kappa, p) for p in (0.0, 0.2, 0.5))
    estimate = 1 + 3 * (1 - 0.2) / (8 * kappa)
    print(f"  kappa {kappa:5.1f}: {a:.4f} {b:.4f} {c:.4f} | {1 / b:.4f} {estimate:.4f}")
print("every check passed")
```

It prints:

```
electron density n = 8.0e+28 m^-3
mean free path lambda = 40.0 nm
thickness d = 20.0 nm
specularity p = 0.20
temperature T = 300 K
kappa = d/lambda = 0.500
Fermi velocity = 1.5432e+06 m/s
Fermi energy = 6.770 eV
relaxation time tau = 25.92 fs
bulk resistivity = 1.7114 micro-ohm cm
angular integral over mu = 0.170575
film sigma/sigma0 = 0.59062
film rho/rho0 = 1.6931
film resistivity = 2.8976 micro-ohm cm
thick-film estimate of rho/rho0 = 1.6000
thick-film estimate of rho = 2.7382 micro-ohm cm
local sigma/sigma0 at wall = 0.47394
local sigma/sigma0 at centre = 0.63202
relative thermal shift of sigma/sigma0 = 9.4e-06
kinetic equation on a grid, same film:
  average sigma/sigma0 = 0.59062
  wall sigma/sigma0 = 0.47394
  centre sigma/sigma0 = 0.63202
  average sigma/sigma0 for p = 1: 1.000000
random paths: sigma/sigma0 = 0.58955, standard error 0.00075
current share of electrons with |v_z|/v_F < 0.2:
  bulk = 0.2960
  this film = 0.4236
  this film, random paths = 0.4219
  film with kappa = 0.01: 0.7545
very thin film, kappa = 0.01, same p:
  sigma/sigma0 from integral = 0.050845
  sigma/sigma0 from thin-film law = 0.050704
table: sigma/sigma0 for p = 0, 0.2, 0.5; then for p = 0.2
rho/rho0 from integral and rho/rho0 from thick-film estimate
  kappa   0.1: 0.2091 0.2609 0.3748 | 3.8329 4.0000
  kappa   0.2: 0.3230 0.3880 0.5195 | 2.5771 2.5000
  kappa   0.5: 0.5219 0.5906 0.7122 | 1.6931 1.6000
  kappa   1.0: 0.6839 0.7395 0.8291 | 1.3524 1.3000
  kappa   2.0: 0.8191 0.8543 0.9080 | 1.1706 1.1500
  kappa   5.0: 0.9251 0.9400 0.9625 | 1.0638 1.0600
  kappa  10.0: 0.9625 0.9700 0.9813 | 1.0309 1.0300
every check passed
```
